# Tolman Correction to the Nucleation Barrier of a One-Nanometre Critical Nucleus

## Problem

A spherical crystal nucleus forms in a supercooled phase-change melt. Crystallization releases a free energy $g>0$ per volume, and the flat crystal-melt interface costs $\gamma$ per area. For a small nucleus of radius $R$ the interfacial free energy is

$$\gamma(R)=\gamma\left(1-\frac{2\delta}{R}\right),$$

where $\delta$ is the Tolman length. With this sign convention a positive $\delta$ makes a small nucleus cheaper. The symbol $\gamma$ without an argument always means the flat-interface value.

Take $\delta=0.05$ nm. The critical radius found without the correction is $R_0=1$ nm. Temperature, $g$ and $\gamma$ are held fixed when the correction is switched on.

1. Show that, to first order in $\delta$, the nucleation barrier falls by 30 percent.
2. Maximize the corrected work of formation in full. Decide whether the difference from part 1 is meaningful.
3. Obtain the result again from the surface of tension, and explain why a 10 percent loss of interfacial free energy gives a 30 percent loss of barrier.
4. Find $\delta$ for a diffuse interface from its flat profile, and compare it with the barrier of a curved nucleus.
5. For $\gamma=0.375$ eV/nm² and $T=700$ K, find the barriers and the change in nucleation rate, and judge the result against effects left out.

## Solution

### 1. The first-order fall

The work of forming a nucleus is its interfacial cost minus the bulk gain:

$$G(R)=4\pi R^2\gamma(R)-\frac{4\pi}{3}R^3g
=4\pi\gamma\left(R^2-2\delta R\right)-\frac{4\pi}{3}gR^3 .$$

This assumes an isotropic, stress-free nucleus away from any wall. For $\delta=0$,

$$G'(R)=8\pi\gamma R-4\pi gR^2=0
\quad\Rightarrow\quad R_0=\frac{2\gamma}{g}.$$

Inserting $g=2\gamma/R_0$ gives the classical barrier

$$W_0=4\pi\gamma R_0^2-\frac{4\pi}{3}\,\frac{2\gamma}{R_0}\,R_0^3
=\frac{4\pi}{3}\gamma R_0^2 .$$

Now write $G=G_0+G_1$, with $G_1(R)=-8\pi\gamma\delta R$. The maximum moves to $R_0+s$, where $s$ is of order $\delta$. Its height is

$$G(R_0+s)=G_0(R_0)+sG_0'(R_0)+G_1(R_0)+O(\delta^2).$$

The second term vanishes because $R_0$ is a stationary point of $G_0$. The shift of the radius therefore does not affect the height in first order, and

$$\Delta W=G_1(R_0)=-8\pi\gamma\delta R_0 .$$

Dividing by $W_0$,

$$\frac{\Delta W}{W_0}=-\frac{8\pi\gamma\delta R_0}{4\pi\gamma R_0^2/3}=-\frac{6\delta}{R_0}
=-\frac{6\times0.05}{1}=-0.30 .$$

The barrier falls by 30 percent. A negative $\delta$ of the same size would raise it by 30 percent in first order.

Since $R_0=2\gamma/g$, the relative fall is $3\delta g/\gamma$. At fixed $\gamma$ and $\delta$ it vanishes towards the melting point, where $g\to0$. The fall in energy, $16\pi\gamma^2\delta/g$, grows there, but $W_0$ grows faster, as $1/g^2$.

### 2. The full maximum

Let $x=R/R_0$ and $\epsilon=\delta/R_0=0.05$. Dividing $G$ by $W_0$ and using $gR_0=2\gamma$,

$$\frac{G}{W_0}=3x^2-6\epsilon x-2x^3 .$$

Its derivative is $6x-6\epsilon-6x^2$, so stationary points obey

$$x^2-x+\epsilon=0,\qquad x=\frac{1\pm\sqrt{1-4\epsilon}}{2}.$$

The upper sign gives the maximum. The lower one gives a minimum near $R=\delta$, where $\gamma(R)$ is negative and the expansion has no meaning.

To evaluate the height, use $x^2=x-\epsilon$, which also gives

$$x^3=x^2-\epsilon x=(1-\epsilon)x-\epsilon .$$

Hence

$$\frac{W^*}{W_0}=3(x-\epsilon)-6\epsilon x-2(1-\epsilon)x+2\epsilon
=(1-4\epsilon)x-\epsilon .$$

Inserting the upper root and expanding,

$$\frac{W^*}{W_0}=\frac12-3\epsilon+\frac12(1-4\epsilon)^{3/2}
=1-6\epsilon+3\epsilon^2+O(\epsilon^3).$$

For $\epsilon=0.05$ the critical radius is 0.947 nm and the fall is 29.2 percent. The difference from 30 percent comes mainly from $3\epsilon^2=0.0075$.

This is not a better prediction, because $\gamma(R)$ was itself cut off after first order. Suppose its bracket contains a further term $c/R^2$. Multiplied by $4\pi R^2\gamma$, this adds the constant $4\pi\gamma c$ to $G$. The maximum does not move, and the barrier changes by

$$\frac{4\pi\gamma c}{W_0}=\frac{3c}{R_0^2}.$$

An assumed $c=0.01$ nm² changes the barrier by 3 percent of $W_0$, more than the difference in question. Without knowledge of $c$, the consistent statement is the first-order one.

The correction must also be small. The first-order barrier reaches zero at $\epsilon=1/6$, where the full formula still gives $\tfrac12(1/3)^{3/2}\approx0.10$ of $W_0$. Well before that point, the neglected higher terms are no longer small compared with the remaining barrier.

### 3. The surface of tension and the factor three

A diffuse interface has no unique radius. The radius $R$ used above is identified by how the barrier responds to $g$. Because $G$ is stationary at the critical radius $R^*$,

$$\frac{dW^*}{dg}=\left.\frac{\partial G}{\partial g}\right|_{R^*}=-\frac{4\pi}{3}R^{*3}.$$

Thus $R^*$ is the radius of a sphere holding the crystallized volume that couples to $g$. It is called the equimolar radius below. It is equimolar in the strict sense only if the density follows the same crystallized fraction that couples to $g$; another weighting gives another radius. From part 2, $R^*=R_0-\delta$ to first order.

The surface of tension has radius $R_s$ and interfacial free energy $\gamma_s$. It is defined so that the Laplace relation and the barrier keep their classical forms:

$$g=\frac{2\gamma_s}{R_s},\qquad W^*=\frac{4\pi}{3}R_s^2\gamma_s .$$

Eliminating $\gamma_s$ gives $W^*=(2\pi/3)gR_s^3$. For $\delta=0$ the same expression is $W_0=(2\pi/3)gR_0^3$, so at fixed $g$

$$\left(\frac{R_s}{R_0}\right)^3=\frac{W^*}{W_0}=1-6\epsilon+O(\epsilon^2)
\quad\Rightarrow\quad R_s=R_0-2\delta+O(\delta^2).$$

It follows that $R^*-R_s=\delta$ in leading order, which is the geometric meaning of the Tolman length. Moreover,

$$\gamma_s=\frac{gR_s}{2}=\gamma(1-2\epsilon)+O(\epsilon^2),$$

so the same Tolman law holds for this radius in first order.

The factor three can now be read off. Eliminating $R_s$ instead of $\gamma_s$ gives

$$W^*=\frac{16\pi}{3}\frac{\gamma_s^3}{g^2}.$$

At fixed $g$, a first-order loss of 10 percent in $\gamma_s$ becomes a loss of 30 percent in $W^*$. One third comes from the cheaper interface. The other two thirds come from the smaller area, since $R_s$ also shrinks by 10 percent and enters squared.

If instead $R_s$ were held at 1 nm, $W^*=(4\pi/3)R_s^2\gamma_s$ would fall by only 10 percent. That comparison requires a weaker driving force and answers a different question.

There is one more possible reading: the 1 nm could be the corrected radius $R^*$. The condition $x^2-x+\epsilon=0$, multiplied by $R_0^2$, then gives

$$R_0=\frac{R^{*2}}{R^*-\delta}=\frac{1}{0.95}\ \text{nm}\approx1.053\ \text{nm},$$

and the full formula gives a fall of 27.8 percent. Expanded in $\delta/R^*$, the leading term is again $6\delta/R^*=0.30$.

### 4. A diffuse interface

Describe the local order by $\phi$, with $\phi=1$ in the crystal and $\phi=0$ in the melt. In reduced units, with lengths measured in the decay length of the flat profile (its width from 10 to 90 percent is $2\ln9\approx4.4$ units), let the free-energy density be

$$\frac12|\nabla\phi|^2+\frac12\phi^2(1-\phi)^2-g\,h(\phi),\qquad
h=1-(1-\phi)^3(1+3\phi).$$

The function $h$ rises from 0 to 1 and measures the crystallized fraction. For $g=0$ the flat profile is $\phi_0(z)=1/(1+e^z)$, with crystal at negative $z$. It obeys $\phi_0'=-\phi_0(1-\phi_0)$, so the gradient and local terms are equal and their sum is $\phi_0'^2$. Thus

$$\gamma=\int\phi_0'^2\,dz=\int_0^1\phi(1-\phi)\,d\phi=\frac16 .$$

Wrap this profile on a sphere by setting $r=a+z$, with $a$ large. Let $z_s$ be the mean of $z$ weighted by $\phi_0'^2$, and $z_h$ the mean weighted by $-dh/dz$. The interfacial cost and the equimolar radius are

$$4\pi\int(a+z)^2\phi_0'^2\,dz\simeq4\pi\gamma(a^2+2az_s),\qquad R\simeq a+z_h .$$

Replacing $a$ by $R-z_h$ turns the cost into $4\pi\gamma[R^2-2R(z_h-z_s)]$. Comparison with part 1 gives

$$\delta=z_h-z_s .$$

Curvature also distorts the profile by an amount of order $1/R$. Since the flat profile minimizes the flat interfacial energy, this changes the cost only at relative order $1/R^2$ and leaves $\delta$ unaffected.

Here $\phi_0'^2$ is even in $z$, so $z_s=0$. With $z=\ln[(1-\phi)/\phi]$ and $dh/d\phi=12\phi(1-\phi)^2$,

$$z_h=\int_0^1 12\phi(1-\phi)^2\ln\frac{1-\phi}{\phi}\,d\phi .$$

The logarithm is odd under $\phi\to1-\phi$. Only the odd part of the remaining factor contributes, namely $6\phi(1-\phi)(1-2\phi)$, which is the derivative of $3\phi^2(1-\phi)^2$. The logarithm has derivative $-1/[\phi(1-\phi)]$, so integration by parts gives

$$\delta=z_h=3\int_0^1\phi(1-\phi)\,d\phi=\frac12 .$$

For comparison, the radial equation for the critical nucleus,

$$\phi''+\frac{2}{r}\phi'=\phi(1-\phi)(1-2\phi)-12g\,\phi(1-\phi)^2,$$

was solved numerically by collocation, and $W^*$ was obtained by integrating the free-energy density. The length $(1-W^*/W_0)R_0/6$ should approach $\delta$ for large nuclei. It is 0.5103, 0.5050 and 0.5025 at $R_0=40$, 80 and 160. Removing the terms in $1/R_0$ and $1/R_0^2$ by extrapolation gives 0.5000. In this model the flat profile therefore predicts the leading correction to the curved barrier, including the factor 6. These nuclei are large, with $\epsilon\le0.0125$. The value $\epsilon=0.05$ of the problem corresponds to $R_0=10$, where the model barrier falls by 32.9 percent. This lies on the other side of 30 percent from the 29.2 percent of part 2 and shows that the second-order term depends on the model.

The value of $\delta$, and even its sign, depends on the choice of $h$. The symmetric function $\phi^2(3-2\phi)$ gives $\delta=0$ (its barrier at $R_0=10$ still falls by 3.9 percent through higher-order terms), and the mirrored function $\phi^3(4-3\phi)$ gives $\delta=-\tfrac12$. The model thus shows how $\delta$ arises, not which value a real alloy has.

### 5. Numbers for a phase-change memory cell

The classical barrier is

$$W_0=\frac{4\pi}{3}(0.375)(1)^2=1.571\ \text{eV},$$

and the first-order change is

$$\Delta W=-8\pi(0.375)(0.05)(1)=-0.471\ \text{eV}.$$

The corrected barrier is 1.100 eV, or $1.76\times10^{-19}$ J. The full maximum of part 2 gives 1.112 eV.

At 700 K, $k_BT=0.0603$ eV. The Boltzmann factor in the nucleation rate grows by

$$\exp\left(\frac{0.471}{0.0603}\right)\approx2.5\times10^3 ,$$

or about $2.0\times10^3$ with the full maximum. A second-order change of the barrier is thus already visible in the rate.

The kinetic prefactor changes little if the number of nucleation sites multiplying the Boltzmann factor is kept fixed. It contains the attachment rate, proportional to $R^{*2}$, and the Zeldovich factor, proportional to the square root of the barrier's curvature with respect to atom number $n$. Since $dn/dR\propto R^2$, that square root is proportional to $\sqrt{|G''(R^*)|}/R^{*2}$. The powers of $R^*$ cancel. From part 2, $G''\propto1-2x=-\sqrt{1-4\epsilon}$ at the maximum, so the prefactor is multiplied by $(1-4\epsilon)^{1/4}=0.946$ at fixed attachment rate per area. The normalisation is less certain. If the work is instead measured from that of a single atom (radius 0.19 nm at 33 atoms/nm³), the Tolman term lowers the reference too, and the rate grows only by about $4\times10^2$. At that radius the expansion of $\gamma(R)$ is not reliable, so the rate factor is an order-of-magnitude statement.

**Comparison with a real cell.** The parameters lie in the rough regime of a Ge-Sb-Te cell during a crystallizing pulse. The chosen radius implies $g=2\gamma/R_0=0.75$ eV/nm³. A rough melting enthalpy of 3.4 eV/nm³ and melting point of 900 K give a similar driving force, $3.4\times200/900=0.76$ eV/nm³, if it is linear in undercooling. This leaves out the difference in heat capacity between melt and crystal. If the melt's heat capacity is larger by a constant amount equal to the melting entropy, the estimate falls by 12 percent. The Tolman length is an assumed value, not a measured property of the alloy. Real cells also have electrodes and dielectric walls, which break the assumption of nucleation in the bulk melt. On a neutral wall, with a contact angle of 90 degrees, the nucleus is a hemisphere with half the area and half the volume. If the contact line has no energy of its own, this halves the full barrier to 0.556 eV, a larger change than the Tolman correction, while the relative Tolman fall stays the same. A line energy would add a term linear in $R$, like the Tolman term, and change both results.

Other omissions also matter:

- **Atomic structure.** At a rough density of 33 atoms/nm³, the corrected nucleus holds about 117 atoms. An outer layer one mean atomic spacing thick, $33^{-1/3}\approx0.31$ nm, contains about 70 percent of them. Separating bulk from interface is therefore a strong idealization.

- **Strain.** Let crystal and matrix share the bulk modulus $K=150$ eV/nm³ and shear modulus $\mu=62$ eV/nm³, with a volume misfit $e=0.06$ (all rough). If the boundary moves by a fraction $s$ of the radius, the elastic energy per nucleus volume is $\tfrac92K(s-e/3)^2$ inside and $6\mu s^2$ outside. Minimizing the sum over $s$ gives $2K\mu e^2/(3K+4\mu)=0.096$ eV/nm³. Subtracting this from $g$ raises the full barrier from 1.112 to 1.537 eV, an increase almost as large as the Tolman fall. The Tolman effect itself remains: under the same strain the classical barrier would be 2.065 eV, which is 0.53 eV higher. This applies to a matrix that cannot relax. For an assumed melt viscosity of 1 Pa s, viscosity divided by $\mu$ gives a relaxation time of 0.1 ns. The viscosity of such a supercooled melt is uncertain by orders of magnitude, and the time scales with it. Strain matters little if a nucleus takes much longer than this to reach its critical size. In a cold glass the stress may not relax in time.

- **Shape.** A cube of side $a$ costs $6a^2\gamma-a^3g$. The maximum lies at $a=4\gamma/g$ and equals $32\gamma^3/g^2$. This is $6/\pi=1.91$ times the classical spherical barrier for the same $\gamma$. The cube illustrates strong faceting and is not an upper limit.

- **Temperature.** With $g$ proportional to undercooling and $\gamma$ fixed, $W_0\propto1/g^2$. Cooling by 10 K multiplies $W_0$ by $(200/210)^2$, a fall of 9.3 percent.

The 30 percent is thus the effect of one correction at fixed driving force and fixed flat-interface energy. It is not a forecast of the total barrier in a device.

Numbers in the example were calculated in double precision.
